# Equivalent Isothermal Time of a Temperature Ramp in Silicide Growth

## Problem

A thin metal film on silicon is heated in a rapid thermal annealer and reacts to form a metal-rich silicide. The reaction has a single rate constant

$$K(T)=K_0\,e^{-E/kT},$$

where $E=1.5$ eV, $k$ is Boltzmann's constant, and $K_0$ does not depend on temperature. The temperature rises at the constant rate $\beta=100$ K/s from $T_s=300$ K to the peak $T_p=700$ K. The sample is then quenched so fast that nothing further reacts.

The equivalent isothermal time $t_{\rm eq}$ is the time at the constant temperature $T_p$ that would produce the same progress as the ramp.

(a) Show that $t_{\rm eq}$ does not depend on the form of the growth law, provided that one rate constant controls it, and write it as an integral over temperature.

(b) Find the leading term of $t_{\rm eq}$ for $kT_p\ll E$ and evaluate it.

(c) Find the sign and size of the error of the leading term.

(d) Find how the start temperature enters, including the limit of a very short ramp.

(e) The layer grows by diffusion, $d(x^2)/dt=K(T)$, with $K_0=10^{14}$ nm²/s and an initial thickness $x_0=2$ nm. Find the final thickness.

(f) Estimate the effects of a finite cooling rate of 50 K/s, of a 5 K error in the peak temperature, of a prefactor proportional to $T$, and of an interface reaction in series with diffusion. For the last, take a barrier of 2.0 eV and an interface speed of 200 nm/s at 700 K.

## Solution

### (a) Reduction to one integral

Let $x$ measure the progress of the reaction: a thickness or a converted fraction. One rate constant controls the process if

$$\frac{dx}{dt}=K(T)\,f(x),\qquad f(x)>0,$$

where $f$ does not contain the temperature. For diffusion-limited growth, $d(x^2)/dt=2x\,dx/dt=K$, so $f=1/(2x)$. For first-order conversion, $f=1-x$.

Dividing by $f$ and integrating over the anneal gives

$$\int_{x_0}^{x_1}\frac{dx}{f(x)}=\int K(T(t))\,dt .$$

Since $f>0$, the left side increases with $x_1$. Two anneals that start from the same $x_0$ therefore end at the same $x_1$ if their integrals of $K$ are equal. An isothermal anneal at $T_p$ has the integral $K(T_p)\,t_{\rm eq}$. Equating it to that of the ramp gives

$$t_{\rm eq}=\int\frac{K(T(t))}{K(T_p)}\,dt .$$

Both $f$ and $K_0$ have dropped out. On the ramp $dT=\beta\,dt$, so $dt=dT/\beta$ and

$$t_{\rm eq}=\frac1\beta\int_{T_s}^{T_p}\exp\!\left[-\frac Ek\left(\frac1T-\frac1{T_p}\right)\right]dT. \tag{1}$$

The integrand is the rate constant relative to its peak value. It equals 1 at $T_p$ and is smaller at every lower temperature, so $t_{\rm eq}$ is shorter than the ramp itself, which lasts 4.0 s.

### (b) The leading term

The difference of the inverse temperatures is

$$\frac1T-\frac1{T_p}=\frac{T_p-T}{T\,T_p}. \tag{2}$$

If the reaction is concentrated near the peak, $T$ in the denominator may be replaced by $T_p$. With $\theta=T_p-T$, the integrand becomes

$$\exp\!\left[-\frac{E\,\theta}{kT_p^2}\right]=e^{-\theta/w},\qquad w=\frac{kT_p^2}{E}.$$

The width $w$ is the temperature drop that lowers this approximate rate by a factor $e$. Its ratio to the peak temperature is $w/T_p=kT_p/E$, which is small when $kT_p\ll E$, and this justifies the replacement. If the start lies many widths below the peak, the upper limit of $\theta$ may be taken to infinity:

$$t_{\rm lead}=\frac1\beta\int_0^\infty e^{-\theta/w}\,d\theta=\frac w\beta=\frac{kT_p^2}{E\beta}. \tag{3}$$

The leading time is thus the time the ramp needs to cross one width. For the given numbers,

$$w=\frac{(8.617\times10^{-5}\ \text{eV/K})(700\ \text{K})^2}{1.5\ \text{eV}}=28.15\ \text{K},$$

$$t_{\rm lead}=\frac{28.15\ \text{K}}{100\ \text{K/s}}=0.2815\ \text{s}\approx0.28\ \text{s}.$$

The start is 400 K below the peak, or about 14 widths, so a distant start is a good assumption.

At fixed $E$ and $T_p$, a ramp twice as fast halves this time. At fixed $\beta$ and $T_p$, a larger barrier shortens it, because the reaction is then confined more closely to the peak. A higher peak lengthens $t_{\rm lead}$ as $T_p^2$, but the progress $K(T_p)\,t_{\rm lead}$ grows much faster, through the exponential in $K(T_p)$.

### (c) The error of the leading term

**Sign.** For $T<T_p$, equation (2) gives

$$\frac{T_p-T}{T\,T_p}>\frac{T_p-T}{T_p^2}.$$

The true integrand therefore lies below $e^{-\theta/w}$. Extending the range to infinity also added a positive amount. Both approximations err upward, so $t_{\rm eq}<t_{\rm lead}$.

**Size.** Substitute $s=E/kT$ in (1). Then $T=E/(ks)$ and $dT=-(E/k)\,ds/s^2$. The limits become $u_s=E/kT_s$ at the start and $u=E/kT_p$ at the peak, with $u_s>u$. The minus sign reverses the limits:

$$t_{\rm eq}=\frac{E}{k\beta}\,e^{u}\int_u^{u_s}\frac{e^{-s}}{s^2}\,ds. \tag{4}$$

For a distant start let $u_s\to\infty$. In the same variables the leading term is

$$t_{\rm lead}=\frac{kT_p^2}{E\beta}=\frac{E}{k\beta}\,\frac1{u^2},$$

because $T_p=E/(ku)$. The ratio of the two times is

$$R(u)=\frac{t_{\rm eq}}{t_{\rm lead}}=u^2e^u I_2,\qquad I_n=\int_u^\infty\frac{e^{-s}}{s^n}\,ds. \tag{5}$$

Integration by parts, with $e^{-s}$ as the factor integrated, gives

$$I_n=\left[-\frac{e^{-s}}{s^n}\right]_u^\infty-n\int_u^\infty\frac{e^{-s}}{s^{n+1}}\,ds=\frac{e^{-u}}{u^n}-n\,I_{n+1}. \tag{6}$$

Using this for $n=2$, 3 and 4 in turn yields

$$I_2=e^{-u}\left(\frac1{u^2}-\frac2{u^3}+\frac6{u^4}\right)-24\,I_5,$$

$$R(u)=1-\frac2u+\frac6{u^2}-24\,u^2e^uI_5. \tag{7}$$

All $I_n$ are positive, so (6) also shows that $I_n<e^{-u}/u^n$. The last term of (7) is therefore negative and smaller in size than $24/u^3$. Stopping after the first use of (6) gives $R=1-2u^2e^uI_3$, and with $0<I_3<e^{-u}/u^3$ this becomes

$$1-\frac2u<R(u)<1 .$$

Continued without end, the series diverges for every $u$, since its coefficients grow factorially. It is an asymptotic series, and its first few terms are useful because $u$ is large.

Here $kT_p=0.06032$ eV and $u=1.5/0.06032=24.87$. The corrections are $2/u=0.0804$ and $6/u^2=0.0097$, and the remainder is below $24/u^3=0.0016$. Hence $R$ lies between 0.9277 and 0.9293. Numerical integration of (1) gives

$$t_{\rm eq}=0.2612\ \text{s},\qquad R=0.928 .$$

The leading term is 7.8% larger than the full integral. The value 0.28 s is thus the first term of an expansion in $kT_p/E$, and the model's own equivalent time is 0.26 s. The first correction alone gives $0.2815(1-0.0804)=0.2589$ s, which is a lower bound for a distant start.

**Which part of the ramp counts.** If the weight were $e^{-\theta/w}$, the last width of the ramp would contribute $1-1/e=63.2\%$ of the total equivalent time. The true share is larger. Write the integrand of (1) as $e^{-g(\theta)}$, with

$$g(\theta)=\frac{E\,\theta}{kT_p(T_p-\theta)},\qquad g(0)=0,\qquad g'(\theta)=\frac{E}{k(T_p-\theta)^2}.$$

Since $g'$ increases with $\theta$,

$$g(w+y)-g(w)=\int_0^y g'(w+v)\,dv>\int_0^y g'(v)\,dv=g(y).$$

So at a depth $w+y$ the weight is less than $e^{-g(w)}$ times the weight at depth $y$. Integrated over $y$, the part of the ramp deeper than $w$ contributes less than $e^{-g(w)}$ of the total. By (2), $g(w)>1$, so this is less than $1/e$, and the last width contributes more than 63.2%. Numerically the share is 67.4%. About two thirds of the equivalent time comes from the last 28 K, or the last 0.28 s, of a ramp that spans 400 K. The share of the added thickness can differ, because the growth speed also depends on $f(x)$. For the layer of part (e), the earlier part of the ramp supplies 32.6% of $x_1^2-x_0^2=414.4$ nm². The layer is then $\sqrt{4+0.326\times414.4}=11.8$ nm thick when the last width begins, and that width adds $(20.5-11.8)/(20.5-2.0)=47\%$ of the new thickness.

### (d) The start temperature

By (4), a finite start removes the part of the integral beyond $u_s$:

$$\Delta t=\frac{E}{k\beta}\,e^u\int_{u_s}^\infty\frac{e^{-s}}{s^2}\,ds .$$

Its leading estimate follows from (6) with $u_s$ as the lower limit. Relative to $t_{\rm lead}$,

$$\frac{\Delta t}{t_{\rm lead}}\approx\left(\frac{T_s}{T_p}\right)^2e^{-(u_s-u)} .$$

For $T_s=300$ K the lost fraction of the distant-start time is $7.6\times10^{-16}$, and the start temperature has no practical influence. For $T_s=600$ K, $u_s=24.87\times700/600=29.01$, and the estimate is $(600/700)^2e^{-4.14}=0.012$. The full integrals give a loss of 1.18% of the distant-start time. Relative to $t_{\rm lead}$, the reference of the estimate, this is $1.18\%\times0.928=1.09\%$, so the leading estimate is slightly too large here as well. A ramp that begins only 100 K below the peak therefore does nearly the same work as one that begins at room temperature.

The opposite limit is a ramp that covers an interval $\Delta=T_p-T_s$ comparable with $w$ or smaller. The linearized exponent of part (b) then gives

$$t_{\rm eq}\approx\frac1\beta\int_0^\Delta e^{-\theta/w}\,d\theta=\frac w\beta\left(1-e^{-\Delta/w}\right).$$

For $\Delta\ll w$, $1-e^{-\Delta/w}\approx\Delta/w$ and $t_{\rm eq}\approx\Delta/\beta$, the duration of the ramp. The rate then hardly changes during the ramp, and (3) does not apply. This formula is less suitable for larger intervals: at $\Delta=100$ K it predicts a loss of $e^{-100/28.15}=2.9\%$ instead of 1.18%, because the true rate falls faster than the linearized one.

### (e) The thickness

The growth constant at the peak is

$$K(T_p)=10^{14}\,e^{-24.867}\ \text{nm}^2/\text{s}=1587\ \text{nm}^2/\text{s}.$$

Integrating $d(x^2)=K\,dt$ gives $x_1^2-x_0^2=K(T_p)\,t_{\rm eq}$, so

$$x_1=\sqrt{2^2+1586.6\times0.2612}\ \text{nm}=\sqrt{418.4}\ \text{nm}=20.5\ \text{nm}.$$

Step-by-step integration of the growth law along the ramp, which does not use $t_{\rm eq}$, gives the same 20.456 nm as an isothermal anneal of duration $t_{\rm eq}$.

The leading time would give 21.2 nm, which is 3.8% too thick. This relative error is about half that of the time, because the initial layer is thin and $x_1$ then varies nearly as the square root of the time.

Part (a) claims more than agreement for one law. For first-order conversion with the same barrier and a prefactor of $2\times10^{11}$ s⁻¹, integration along the ramp gives a converted fraction of 0.5635. The isothermal anneal of 0.2612 s gives 0.5635 as well.

### (f) What the model leaves out

**Cooling.** If the sample cools at a constant rate $\beta_c$, then $dt=-dT/\beta_c$ on the way down. The temperature integral is the same as in (1), with $\beta_c$ in place of $\beta$. For cooling back to the start temperature the total is

$$t_{\rm cycle}=t_{\rm eq}\left(1+\frac{\beta}{\beta_c}\right)=0.2612\,(1+2)\ \text{s}=0.78\ \text{s}.$$

The cooling limb contributes twice as much equivalent time as the heating limb, and the layer reaches 35.3 nm instead of 20.5 nm. If the cooling rate varies only gradually with temperature, its value within the first few widths below the peak matters most, since most of the cooling integral comes from there. A hold of length $t_h$ at the peak adds $t_h$, because the integrand is then 1.

**Peak temperature.** Let $J$ be the integral of $K$ over the ramp, $J=\beta^{-1}\int_{T_s}^{T_p}K\,dT$. With $\beta$ and $T_s$ fixed, raising the upper limit gives $dJ/dT_p=K(T_p)/\beta$. Since $J=K(T_p)\,t_{\rm eq}$,

$$\frac{d\ln J}{dT_p}=\frac1{\beta\,t_{\rm eq}} .$$

For a small error $\delta T$, $J$ changes by the factor $\exp[\delta T/(\beta t_{\rm eq})]$. With $\delta T=5$ K this is $\exp(5/26.12)=1.211$, and direct integration gives 1.209. The thickness becomes $\sqrt{4+1.209\times414.4}=22.5$ nm, an increase of 10%. A 5 K error in the peak thus changes $J$ by more than the whole correction found in part (c).

**Prefactor.** If $K_0$ is proportional to $T$, the integrand of (1) gains the factor $T/T_p=u/s$. In (5), $u^2I_2$ is replaced by $u^3I_3$, and (6) gives

$$R=u^3e^uI_3=1-\frac3u+\dots$$

The leading term is unchanged. At fixed $E$, $\beta$ and $T_p$, the full time falls from 0.2612 s to 0.2521 s, or by 3.5%.

**A second barrier.** Suppose that atoms must first diffuse through the layer and then react at an interface with speed $v(T)$. The two resistances to growth add:

$$\frac{dx}{dt}=\frac{1}{2x/K(T)+1/v(T)} .$$

This is not of the form $K(T)f(x)$ when the barriers differ, and the proof in part (a) fails. One can still ask how long an anneal at $T_p$ takes to grow the same layer. With $K_p=K(T_p)$ and $v_p=v(T_p)$, integration at constant temperature gives

$$\tau=\frac{x_1^2-x_0^2}{K_p}+\frac{x_1-x_0}{v_p}. \tag{8}$$

To bound $\tau$, set $p=K/K_p$ and $q=v/v_p$. While the ramp advances by $dt$, the layer grows by $dx$, for which the isothermal anneal needs $d\tau=(2x/K_p+1/v_p)\,dx$. Hence

$$\frac{d\tau}{dt}=\frac{a+b}{a/p+b/q},\qquad a=\frac{2x}{K_p},\quad b=\frac1{v_p}.$$

This is a weighted harmonic mean of $p$ and $q$, so it lies between them. Integrated over the ramp, $p$ gives the equivalent time for 1.5 eV, 0.2612 s, and $q$ gives that for 2.0 eV, 0.1994 s. Therefore $\tau$ lies between these values. The weights depend on $x$: a thick layer makes $a$ large and moves $\tau$ toward the diffusion value.

Integration along the ramp from 2 nm gives 15.96 nm and $\tau=0.228$ s. From 20 nm it gives 27.09 nm and $\tau=0.246$ s. The same ramp thus has different equivalent times for different initial layers.

Most of the drop from 20.5 to 16.0 nm comes from the added resistance, which also acts at constant temperature. To separate the two effects, put $\tau=0.2612$ s and $x_0=2$ nm into (8) and multiply by $K_p$. With $x_1$ in nm,

$$x_1^2+7.93\,x_1-434.3=0,\qquad x_1=17.2\ \text{nm}.$$

Using the one-barrier equivalent time for this two-barrier reaction therefore overestimates the thickness by about 8% relative to 15.96 nm.

### Comparison with a real anneal

The barriers, the prefactor $K_0$, the interface speed and the anneal settings are round choices, so the thicknesses illustrate the model and do not predict the result for a particular metal. For the values chosen here, the largest of the sized effects is the finite cooling rate: cooling at 50 K/s triples the equivalent time, and slower cooling raises it further. The ranking depends on these values. Cooling at 200 K/s multiplies the time by 1.5 and gives $\sqrt{4+1.5\times414.4}=25.0$ nm, a rise of 22%, which is as large as the drop caused by the interface step. A real temperature trace also has a rounded peak instead of a sharp corner. At the same maximum temperature and the same rates away from the peak, the extra time near the maximum acts like a hold and lengthens the equivalent time further. The model also assumes that the metal film is not used up and that the silicide grows without a nucleation delay. If the metal runs out, growth of this phase stops and the calculated thickness is too large. The value 0.28 s therefore describes the heating limb alone, for one barrier and to leading order in $kT_p/E$. The numerical output below lists the main computed values; the others follow from them by the arithmetic shown.

## Computed values

```
Boltzmann constant: 8.617333e-05 eV/K
activation energy: 1.5 eV
ramp rate: 100 K/s
start temperature: 300 K
peak temperature: 700 K
ramp duration: 4.0 s
k Tp: 0.06032 eV
u = E/(k Tp): 24.867 (no unit)
width k Tp^2/E: 28.15 K
leading equivalent time: 0.2815 s
lower bound, leading*(1-2/u): 0.2589 s
full time, quadrature: 0.2612 s
full time, closed form: 0.2612 s
full/leading: 0.9280 (no unit)
leading term too large by: 7.8 % of full
share in last width: 67.4 %
loss for start at 300 K: 7.6e-16 (fraction)
loss for start at 600 K: 1.18 %
growth prefactor K0: 1.0e+14 nm^2/s
growth constant at peak: 1586.6 nm^2/s
initial thickness: 2.0 nm
thickness after ramp: 20.456 nm
thickness, isothermal for full time: 20.456 nm
thickness, isothermal for leading time: 21.228 nm
first-order prefactor: 2.0e+11 1/s
first-order conversion, ramp: 0.5635 (fraction)
first-order conversion, isothermal: 0.5635 (fraction)
cooling rate: 50 K/s
equivalent time with cooling: 0.7837 s
thickness with cooling: 35.32 nm
peak temperature error: 5 K
factor on integral of K: 1.209 (no unit)
its estimate exp(dT/(b t_eq)): 1.211 (no unit)
full time, prefactor ~ T: 0.2521 s
interface barrier: 2.0 eV
interface speed at peak: 200 nm/s
full time for interface barrier alone: 0.1994 s
series case, thickness from 2 nm: 15.96 nm
series case, time from 2 nm: 0.2279 s
series case, thicker initial layer: 20 nm
series case, its final thickness: 27.09 nm
series case, its time: 0.2460 s
```
